# Photocapacitance of an initially filled trap: what slope and plateau determine

**The situation.** A Schottky diode on n-type silicon is held at fixed reverse bias. Its depletion layer contains one acceptor-like trap level of uniform density \(N_T\), negative when it holds an electron and neutral when empty. A forward pulse in the dark has filled every trap. The reverse bias is then restored, and at \(t=0\) light with photon energy below the band gap is switched on. Its flux inside the layer is \(\Phi\).

The light can lift an electron from a filled trap to the conduction band (cross-section \(\sigma_n\)). It can also lift a valence electron into an empty trap, which leaves a hole (cross-section \(\sigma_p\)). The field sweeps the freed carriers out. Thermal emission is negligible unless a part says otherwise.

## Part (a): the initial slope

*Let \(p(t)\) be the density of emptied traps. Find \(dp/dt\) at \(t=0\). What changes if only a fraction \(f_0\) of the traps was filled, or if thermal emission is present?*

**Answer.** There are \(N_T-p\) filled traps, each losing its electron at the rate \(\Phi\sigma_n\), and \(p\) empty traps, each gaining one at the rate \(\Phi\sigma_p\). With thermal electron and hole emission rates \(e_n\) and \(e_p\) kept for the moment,

\[
\frac{dp}{dt}=(\Phi\sigma_n+e_n)(N_T-p)-(\Phi\sigma_p+e_p)\,p .
\]

Full filling means \(p(0)=0\). The second term then vanishes, because the hole process needs an empty trap. Dropping \(e_n\) leaves

\[
\left.\frac{dp}{dt}\right|_0=N_T\Phi\sigma_n .
\]

The slope contains no \(\sigma_p\), however large \(\sigma_p\) is. It isolates \(\sigma_n\) up to the factor \(N_T\Phi\). If the traps are refilled before each exposure, slope divided by flux gives the relative spectrum of \(\sigma_n\). An absolute value also needs \(N_T\).

For partial filling, \(p(0)=(1-f_0)N_T\), and

\[
\left.\frac{dp}{dt}\right|_0=N_T\big[(\Phi\sigma_n+e_n)f_0-(\Phi\sigma_p+e_p)(1-f_0)\big].
\]

The hole process now enters at once. Even with full filling, the slope measures \(\Phi\sigma_n+e_n\), so the thermal rate must be small compared with the optical one.

## Part (b): the plateau

*Solve for \(p(t)\) with full filling and no thermal emission. What does the final value determine?*

**Answer.** Collect the terms in \(p\) and define \(k=\Phi(\sigma_n+\sigma_p)\):

\[
\frac{dp}{dt}=N_T\Phi\sigma_n-kp .
\]

Setting the left side to zero gives the stationary value

\[
p_\infty=\frac{N_T\Phi\sigma_n}{k}=N_T\frac{\sigma_n}{\sigma_n+\sigma_p}=N_T\frac{r}{1+r},\qquad r=\frac{\sigma_n}{\sigma_p}.
\]

The difference \(y=p-p_\infty\) obeys \(dy/dt=-ky\) with \(y(0)=-p_\infty\). Hence

\[
p(t)=p_\infty\left(1-e^{-kt}\right).
\]

The flux cancels from \(p_\infty\), and so does any common factor in the two cross-sections. More light brings the plateau sooner without raising it. With \(P=p_\infty/N_T\), the relation \(P(1+r)=r\) gives

\[
r=\frac{P}{1-P}.
\]

The plateau therefore gives the ratio, provided \(N_T\) is known.

Two limits show the physics. If \(\sigma_p\to0\), every trap empties and \(P\to1\). If \(\sigma_n\ll\sigma_p\), then \(P\approx r\), since each emptied trap is quickly refilled from the valence band. Flux independence fails in very weak light: the balance in part (a) then tends to \(p_\infty=N_Te_n/(e_n+e_p)\), which is a thermal ratio.

## Part (c): can one transient supply the trap density?

*The flux is known and the whole curve \(p(t)\) has been recorded at one photon energy. Can \(N_T\), \(\sigma_n\) and \(\sigma_p\) all be found?*

**Answer.** No. The curve is fixed by two numbers, \(p_\infty\) and \(k\). The slope is their product, \(kp_\infty=N_T\Phi\sigma_n\), so it adds no third equation. For another trap density \(N_T'\), choose

\[
\sigma_n'=\sigma_n\frac{N_T}{N_T'},\qquad \sigma_p'=\sigma_n+\sigma_p-\sigma_n' .
\]

These choices preserve both \(N_T\sigma_n\) and \(\sigma_n+\sigma_p\), and hence the entire curve. The requirement \(\sigma_p'\ge0\) gives \(N_T'\ge p_\infty\). The transient thus sets a lower bound on the trap density, and its value must come from a separate measurement.

## Part (d): from trap density to capacitance

*Let \(N_0\) be the net positive charge density, in units of \(q\), when all traps are full. Near the depletion edge, free electrons keep the traps full within a layer of thickness \(\lambda\). Relate the capacitance to \(p\), and estimate \(\lambda\).*

**Answer.** Put \(x=0\) at the metal and the depletion edge at \(x=W\). Emptying a negative trap raises the net charge density by \(q\), so

\[
\rho=q(N_0+p)\quad(0<x<W-\lambda),\qquad \rho=qN_0\quad(W-\lambda<x<W).
\]

The field magnitude is \(E(x)=\varepsilon^{-1}\int_x^W\rho(x')\,dx'\). Integrating it over the layer and exchanging the order of integration gives the total voltage, applied plus built-in:

\[
V=\frac1\varepsilon\int_0^W x\rho\,dx=\frac{q}{2\varepsilon}\left[N_0W^2+p(W-\lambda)^2\right].
\]

This voltage is fixed. Equating it to its dark value \(qN_0W_0^2/2\varepsilon\) yields

\[
N_0W^2+p(W-\lambda)^2=N_0W_0^2,\qquad
p=N_0\frac{W_0^2-W^2}{(W-\lambda)^2}.
\]

As traps empty, \(W\) shrinks. The active region \(0<x<W-\lambda\) has therefore been active since \(t=0\), which justifies a uniform \(p\) there.

The traps do not follow the fast test signal, so \(C=\varepsilon A/W\) for diode area \(A\). Differentiate the charge relation at constant \(\lambda\):

\[
2N_0W\dot W+\dot p(W-\lambda)^2+2p(W-\lambda)\dot W=0 .
\]

At \(p=0\) the last term vanishes. Since \(\dot C/C=-\dot W/W\),

\[
\left.\frac{dC}{dt}\right|_0=\frac{C_0}{2N_0}\left(1-\frac{\lambda}{W_0}\right)^2N_T\Phi\sigma_n .
\]

For \(\lambda\), add recapture at the rate \(c_nn(x)\) per empty trap, where \(c_n\) is the capture coefficient. The local stationary density becomes \(N_T\Phi\sigma_n/(k+c_nn)\), which falls to half its deep value where \(c_nn=k\). With \(n=n_0e^{-u/k_BT}\), where \(n_0\) is the neutral-region density and \(u\) the band bending as an energy, the boundary lies at

\[
u_\lambda=k_BT\ln\frac{c_nn_0}{k},\qquad
\lambda=\sqrt{\frac{2\varepsilon u_\lambda}{q^2N_0}} .
\]

The second relation is Poisson's equation for a layer of charge density \(qN_0\). It neglects the charge of the free-electron tail, which makes \(\lambda\) about 3 % too large in the case of part (e). Since \(\lambda\) depends on \(k\), the capacitance plateau is not strictly independent of flux, although \(p_\infty\) is: in that case ten times the flux raises the plateau value of the capacitance change by about 1.3 %.

A fixed \(\lambda\) is an approximation. At \(t\ll1/k\), recapture has acted only where \(c_nn\gtrsim1/t\), so the filled layer starts thin. Once \(c_nn_0t\) is large, the band bending at its boundary is about \(k_BT\ln(c_nn_0t)\), which reaches \(u_\lambda\) only at \(t\approx1/k\). The slope formula with this \(\lambda\) is therefore not the literal derivative at \(t=0\). At that instant no filled layer has formed, and the factor \((1-\lambda/W_0)^2\) is absent. The formula gives the slope extrapolated back from times approaching \(1/k\). A fit over earlier times gives a somewhat larger value, and part (f) estimates the difference for one case.

## Part (e): a numerical case

*Take \(T=90\) K, \(N_0=1.0\times10^{15}\) cm\(^{-3}\), \(N_T=2.0\times10^{13}\) cm\(^{-3}\), \(V=20\) V, \(A=0.010\) cm\(^2\), relative permittivity 11.7, \(\Phi=1.0\times10^{15}\) cm\(^{-2}\) s\(^{-1}\), \(\sigma_n=4.0\times10^{-17}\) cm\(^2\) and \(\sigma_p=6.0\times10^{-17}\) cm\(^2\). Use \(c_n=1.255\times10^{-9}\) cm\(^3\)/s and \(n_0=8.85\times10^{14}\) cm\(^{-3}\). Find the signals.*

**Answer.** The optical rate is \(k=10^{15}\times10^{-16}=0.10\) s\(^{-1}\), a time constant of 10 s. The trap densities follow:

\[
\dot p(0)=(2.0\times10^{13})(0.040)=8.0\times10^{11}\ \text{cm}^{-3}\,\text{s}^{-1},
\]
\[
p_\infty=0.40\,N_T=8.0\times10^{12}\ \text{cm}^{-3}.
\]

The formulas of part (d) give \(W_0=5086\) nm, \(u_\lambda=0.126\) eV and \(\lambda=403\) nm. The edge factor is \((1-403/5086)^2=0.848\), and \(C_0=20.37\) pF. Thus

\[
\dot C(0)=20.37\ \text{pF}\times0.848\times\frac{8.0\times10^{11}\ \text{s}^{-1}}{2.0\times10^{15}}=6.91\ \text{fF/s}.
\]

This is the extrapolated slope of part (d); at the very start, before the edge layer forms, the slope is 18 % larger. The full charge relation gives a plateau change of 68.9 fF. The linear estimate, slope divided by \(k\), is 69.1 fF; the two are close because \(p_\infty/N_0\) is only 0.008.

By part (c), \(N_T'=2.5\times10^{13}\) cm\(^{-3}\), \(\sigma_n'=3.2\times10^{-17}\) cm\(^2\) and \(\sigma_p'=6.8\times10^{-17}\) cm\(^2\) would give the same transient.

## Part (f): reading a transient

*A simulated transient includes recapture at every depth and a moving depletion edge. Its capacitance is converted to \(p\) with fixed \(\lambda\), and the slope is taken from a quadratic fit through the origin over the first 2 s. Assess the recovered values and the main sources of error.*

**Answer.** The fit gives \(\sigma_n=4.07\times10^{-17}\) cm\(^2\), which is 1.8 % above the input. The plateau gives \(r=0.667\), in agreement with the input ratio. This agreement is partly built in, because the simulation uses the same parabolic band bending as the formula for \(\lambda\). If the charge of the free-electron tail is included in the transient and the conversion is left unchanged, the recovered values become \(\sigma_n=4.10\times10^{-17}\) cm\(^2\) (2.4 % high) and \(r=0.673\) (about 1 % high).

The growing edge layer explains the sign and rough size of the slope error. At \(t=1\) s the boundary is near \(c_nn=1/t=10k\), so \(u_\lambda\) is lower by \(k_BT\ln10\approx0.018\) eV. Since \(\lambda\propto\sqrt{u_\lambda}\), the layer is about 7 % thinner and the edge factor about 1.3 % larger. The fit also samples earlier times, when the layer is thinner still, and the quadratic form itself lowers the slope by about 0.25 %.

Now double \(\sigma_p\), holding \(\sigma_n\), \(\Phi\) and \(N_T\) fixed and recomputing \(\lambda\) for the new \(k\). The recovered \(\sigma_n\) is \(4.05\times10^{-17}\) cm\(^2\), a change of less than 1 %, while the ratio halves to 0.333. The two observables respond as parts (a) and (b) require.

Other errors are larger:

- **Edge layer ignored.** Setting \(\lambda=0\) in the conversion gives \(\sigma_n=3.45\times10^{-17}\) cm\(^2\), 14 % below the input, and \(r=0.513\), 23 % below.
- **Incomplete filling.** For uniform \(f_0=0.98\), the slope relative to its full-filling value is \(f_0-(1-f_0)/r=0.98-0.02\times1.5=0.95\). A 2 % deficit in filling costs 5 % in \(\sigma_n\). This assumes that the reverse bias has been on in the dark for about 1 s before the light; after a much shorter wait, electrons still refilling the edge layer make the error larger.
- **Finite time.** A straight chord over time \(t\) gives the slope times \((1-e^{-kt})/(kt)\approx1-kt/2\). For \(t=1\) s the error is −4.8 %.
- **Trap density.** If the assumed \(N_T\) is 5 % high, \(\sigma_n\) comes out 4.8 % low. Differentiating \(r=P/(1-P)\) gives \(\delta r/r=-(\delta N_T/N_T)/(1-P)\) to first order, so the ratio suffers more: it is 7.7 % low. The magnification grows without limit as \(P\to1\).

## Part (g): comparison with a real centre

*The parameters are meant to resemble the gold acceptor in silicon, lit at 0.70 eV. Do the assumptions hold there?*

**Answer.** The level energies and cross-sections used here are round, rough values; the cross-sections claim no more than an order of magnitude. With a gap of 1.165 eV and the level 0.55 eV below the conduction band, the zero-field thresholds are 0.55 eV for electrons and 0.615 eV for holes. The light exceeds both and stays below the gap.

Gold also has a second level, about 0.35 eV above the valence band, through which the neutral centre could lose another electron. That threshold is 0.815 eV. The maximum field, 0.079 MV/cm, lowers it by the Coulomb-barrier estimate \(\sqrt{q^3E/\pi\varepsilon}=0.062\) eV to 0.753 eV. The remaining margin of 0.053 eV is about twice the energy scale of photon-assisted tunnelling, 0.023 eV. Neglecting the second level is therefore reasonable at 0.70 eV, but it would fail at somewhat higher photon energy.

The field also acts on the hole process, because the freed hole leaves a negative centre behind. The same estimate lowers the hole threshold from 0.615 eV to 0.553 eV at the maximum field. Since the light is only 0.085 eV above the zero-field threshold, \(\sigma_p\) may vary with depth, whereas the model takes it as uniform. As a crude estimate, let \(\sigma_p\) grow as the 3/2 power of the photon energy above threshold and shift rigidly with the threshold. The plateau would then give a ratio about 40 % below its zero-field value. The initial slope would not change, since it contains no \(\sigma_p\).

The estimated thermal emission rate at 90 K is of order \(10^{-19}\) s\(^{-1}\), negligible beside \(k\). It is dominated by hole emission at the maximum field, estimated with the lowered threshold and a hole capture cross-section of \(10^{-14}\) cm\(^2\), and it reaches 1 % of \(k\) near 180 K. Without the lowering this happens near 200 K, where electron emission also reaches 1 % of \(\Phi\sigma_n\). Either way, this experiment belongs in a cryostat. The field is about a quarter of a rough breakdown value of 0.3 MV/cm, and the exponent for direct tunnelling out of the trap is about 160 for an effective mass of 0.2 electron masses, close to the lightest in silicon's conduction band; a heavier mass makes it larger. Recapture of swept holes is estimated at \(3\times10^{-5}\) of \(k\), and the traps in the depletion layer absorb at most about \(10^{-6}\) of the light in one pass.

Two assumptions therefore need the most care. The first is that the whole depletion layer responds: the filled edge layer shifts \(\sigma_n\) by 14 % and \(r\) by 23 % unless it is corrected for. The second is that \(\sigma_p\) is uniform, which could affect \(r\) even more. In addition, a forward pulse that leaves some band bending at the metal may not fill the traps there. With 0.3 V left, this would lower \(\sigma_n\) by less than 5 %. The program sets the inputs to these estimates, and its output lists the main results.

## Computed results

```
Temperature: 90 K
Net charge density N_0, traps full: 1.00e+15 cm^-3
Trap density N_T: 2.00e+13 cm^-3
Total voltage across depletion layer: 20.0 V
Diode area: 0.010 cm^2
Relative permittivity: 11.7
Photon energy: 0.70 eV
Photon flux: 1.00e+15 cm^-2 s^-1
Input sigma_n: 4.00e-17 cm^2
Input sigma_p: 6.00e-17 cm^2
Band gap: 1.165 eV
Electron threshold: 0.550 eV
Hole threshold: 0.615 eV
Optical rate k: 0.1000 s^-1
Time constant 1/k: 10.00 s
Initial slope dp/dt: 8.000e+11 cm^-3 s^-1
Plateau p: 8.000e+12 cm^-3
Plateau fraction P: 0.4000
True ratio sigma_n/sigma_p: 0.6667
Same transient, other N_T: 2.50e+13 cm^-3
Same transient, other sigma_n: 3.20e-17 cm^2
Same transient, other sigma_p: 6.80e-17 cm^2
Free-electron density, neutral region: 8.848e+14 cm^-3
Electron capture coefficient c_n: 1.255e-09 cm^3/s
Capture time in neutral region: 0.901 us
Band bending at edge of filled layer: 0.1258 eV
Filled edge layer lambda: 403.4 nm
Depletion width W_0: 5085.6 nm
Edge factor (1-lambda/W_0)^2: 0.8477
Dark capacitance C_0: 20.370 pF
Initial capacitance slope: 6.907 fF/s
Plateau capacitance change: 68.91 fF
Simulated experiment, sigma_n: 4.072e-17 cm^2
Simulated experiment, ratio: 0.6670
Error of that sigma_n: 1.79 %
Error of that ratio: 0.05 %
sigma_n if lambda is ignored: 3.451e-17 cm^2
Ratio if lambda is ignored: 0.5128
sigma_p doubled: recovered sigma_n: 4.046e-17 cm^2
sigma_p doubled: recovered ratio: 0.3335
Slope error, 1 s chord: -4.84 %
Slope error, 98 % initial filling: -5.00 %
sigma_n error, N_T 5 % high: -4.76 %
Ratio error, N_T 5 % high: -7.69 %
Thermal emission, both carriers: 6.3e-20 s^-1
Temperature where it is 1 % of k: 181 K
Maximum field: 0.0787 MV/cm
Rough breakdown field: 0.3 MV/cm
Coulomb threshold lowering: 0.0622 eV
Lowered threshold of second level: 0.753 eV
Tunnelling exponent from trap: 158
Photon-assisted tunnelling energy: 0.0228 eV
Hole recapture rate over k: 3.1e-05
Fraction of light absorbed, upper bound: 1.0e-06
```
